\section*{Thin-film gain in internal photoemission from repeated escape attempts, part 1}

(Sections cited here and not found follow in the second part.)

\section{The sum over escape attempts}

A hot carrier that is turned back at a barrier and later returns to it is in the same position as a carrier arriving for the first time, provided that its prospects do not depend on its history. This symmetry fixes the form of the thin-film gain. Let $Y$ be the probability that a carrier which has just reached the barrier eventually crosses it. Let $p$ be the probability of crossing at one attempt, and $s$ the probability that a carrier turned back survives the trip through the film and reaches the barrier again. All three are pure numbers, so no length, energy or time can appear in the relation between them except through $p$ and $s$. The carrier either crosses now, or is turned back, survives, and faces the same probability $Y$ again:
\begin{equation}
Y=p+(1-p)\,s\,Y .
\label{renewal}
\end{equation}
Moving the last term to the left gives $Y[1-s(1-p)]=p$, and therefore
\begin{equation}
Y=\frac{p}{1-s(1-p)} .
\label{Y}
\end{equation}

The physical setting is a metal or metallic silicide film of thickness $t$ on a semiconductor. A photon with energy $h\nu$ below the semiconductor gap is absorbed in the film and lifts an electron above the Fermi level. If the electron reaches the interface with enough energy in its motion normal to it, it can pass over the Schottky barrier of height $\phi$ and be collected as photocurrent. This is internal photoemission. An electron that fails is reflected into the film, travels to the back surface, is reflected there, and comes back. In a thin film this round trip is short compared with the distance over which the electron loses its energy, and several attempts become possible.

Equation \eqref{Y} rests on three assumptions. Successive attempts have the same $p$, which requires that the direction of motion be randomised between them and that the energy stay nearly constant. Successive trips have the same $s$. Carriers do not influence each other. Loss is treated as a single event: a collision that takes a large part of the excess energy removes the carrier for good.

The same result follows from counting attempts one by one, which also shows how quickly the yield builds up. Let $u_n$ be the probability that a carrier which has arrived once makes at least $n$ attempts. Then $u_1=1$. To make attempt $n+1$ it must make attempt $n$, fail there, and survive the round trip, so
\begin{equation}
u_{n+1}=q\,u_n,\qquad q=s(1-p),\qquad u_n=q^{\,n-1}.
\label{un}
\end{equation}
The probability of escaping at attempt $n$ is $p\,u_n$. These events exclude each other, since a carrier escapes at most once, so their probabilities add. After at most $N$ attempts the escape probability is
\begin{equation}
Y_N=p\left(1+q+q^2+\dots+q^{N-1}\right).
\end{equation}
Multiplying by $q$ shifts every term by one place. Subtracting the shifted sum from the original leaves the first and last terms:
\begin{equation}
(1-q)\,Y_N=p\,(1-q^N),\qquad
Y_N=p\,\frac{1-q^N}{1-q}.
\label{YN}
\end{equation}
For $q<1$ the power $q^N$ vanishes as $N$ grows, and \eqref{Y} is recovered. The case $q=1$ requires both $s=1$ and $p=0$. Such a carrier is neither lost nor emitted; every $Y_N$ is then zero, although \eqref{Y} reads $0/0$.

It is useful to separate the single-attempt probability from the gain due to repetition:
\begin{equation}
Y=p\,G,\qquad G=\frac{1}{1-s(1-p)}=\frac{1}{1-s+sp}.
\label{G}
\end{equation}
The factor $G$ is also the mean number of attempts. If a carrier makes $n$ attempts in all, it contributes one unit to each of the events ``at least one attempt'', ``at least two'', and so on up to $n$. Averaging over carriers, the mean number of attempts is the sum of the probabilities of these events, $\sum_{n\ge1}u_n=1/(1-q)=G$. The yield is thus the number of attempts times the chance of success at each.

The carriers that do not escape must be lost. After each attempt a carrier is lost with probability $(1-p)(1-s)$, and there are $G$ attempts on average, so the total loss is $(1-p)(1-s)G$. Adding escape and loss gives
\begin{equation}
\left[p+(1-p)(1-s)\right]G=\left[1-s+sp\right]G=1 ,
\end{equation}
where the product was expanded as $(1-p)(1-s)=1-p-s+sp$. No carrier is unaccounted for.

The limits show what controls the gain. If no carrier survives the round trip, $s=0$ and $G=1$: the first attempt is the last. If escape is rare compared with loss, $sp\ll 1-s$, then
\begin{equation}
G\simeq\frac{1}{1-s},
\label{ceiling}
\end{equation}
which depends on the film alone. This is a ceiling, because the term $sp$ in the denominator of \eqref{G} can only lower $G$. The physical reason is that escape itself removes carriers that would otherwise have tried again. The gain falls to half its ceiling when $1-s+sp=2(1-s)$, that is, when $sp=1-s$. Finally, if $s\to1$ at fixed $p>0$, then $G\to1/p$ and $Y\to1$: with no loss, even an unlikely escape happens eventually.

The sensitivity of the yield to its two parameters will be needed later. Write $D=1-s+sp$, so that $Y=p/D$ and $\partial D/\partial p=s$. The quotient rule gives
\begin{equation}
\frac{\partial Y}{\partial p}=\frac{D-sp}{D^2}=\frac{1-s}{D^2},
\qquad
\frac{\partial^2Y}{\partial p^2}=-\frac{2s(1-s)}{D^3}\le0 .
\label{derivs}
\end{equation}
The yield rises with $p$ but with decreasing slope. In relative terms,
\begin{equation}
\frac{p}{Y}\frac{\partial Y}{\partial p}=D\,\frac{1-s}{D^2}=(1-s)\,G ,
\label{elastic}
\end{equation}
which is at most one. For the survival probability, $\partial D/\partial s=-(1-p)$, and hence
\begin{equation}
\frac{1}{Y}\frac{\partial Y}{\partial s}=\frac{1-p}{D}=(1-p)\,G .
\end{equation}
A film with a large gain is therefore sensitive to small changes in survival.

To obtain numbers, $p$ and $s$ must be tied to a model of the film. Take a free-electron metal whose band extends a depth $E_F$ below the Fermi level, and let $E$ be the carrier energy above the Fermi level. The kinetic energy is $E_F+E$. Let $\mu$ be the cosine of the angle between the direction of motion and the interface normal. At a smooth interface the momentum parallel to it is conserved. If the electron mass is the same on both sides, the parallel part of the kinetic energy is conserved too, and the normal part alone must lift the electron over the barrier:
\begin{equation}
(E_F+E)\,\mu^2>E_F+\phi
\quad\Longrightarrow\quad
\mu>\mu_c,\qquad \mu_c^2=\frac{E_F+\phi}{E_F+E}.
\label{cone}
\end{equation}
The directions that satisfy this form an escape cone about the normal.

The chance of lying in the cone depends on how arrival directions are distributed. In a gas of carriers moving equally in all directions, the number per unit $\mu$ is constant, but the number that strike a wall per unit time is also proportional to the normal speed, hence to $\mu$. The normalised distribution of arrivals is then $2\mu\,d\mu$ on $0\le\mu\le1$, the cosine law. It gives
\begin{equation}
p=\int_{\mu_c}^{1}2\mu\,d\mu=1-\mu_c^2=\frac{E-\phi}{E_F+E}.
\label{p}
\end{equation}
This treats the electron as a classical particle that crosses with certainty inside the cone; reflection of the electron wave is considered later.

For the survival probability, suppose that the interface scatters reflected carriers diffusely, so that they also leave it with the cosine law, and that the back surface reflects them like a mirror without loss. This is a model choice that sits uneasily with \eqref{cone}: the interface is taken as smooth for carriers that cross it and as fully randomising for those it reflects, and a real interface need not do both. A carrier leaving at cosine $\mu$ travels $t/\mu$ to the back surface and the same distance back. With an attenuation length $L$, defined so that the chance of surviving a path $\ell$ is $e^{-\ell/L}$, the round-trip survival is
\begin{equation}
s=\int_0^1 2\mu\,e^{-x/\mu}\,d\mu,\qquad x=\frac{2t}{L}.
\label{s}
\end{equation}
The substitution $w=1/\mu$, with $d\mu=-dw/w^2$, turns this into a standard exponential integral:
\begin{equation}
s=2\int_1^\infty\frac{e^{-xw}}{w^3}\,dw=2E_3(x).
\label{E3}
\end{equation}
The subscripted $E_3$ is a function and not an energy. The survival depends on thickness through $t/L$, as dimensional analysis requires. The mean round-trip path is $\int_0^1 2\mu\,(2t/\mu)\,d\mu=4t$, twice the shortest path, because many carriers leave at oblique angles. For a very thin film this gives $s\simeq1-4t/L=1-2x$.

Consider a 4 nm film with $L=50$ nm, $E_F=5$ eV, $\phi=0.40$ eV and carriers at $E=0.50$ eV. Equation \eqref{p} gives
\begin{equation}
p=\frac{0.50-0.40}{5.0+0.50}=0.0182 .
\end{equation}
The film parameter is $x=8/50=0.16$, for which \eqref{E3} gives $s=0.752$. The thin-film estimate $1-2x=0.68$ is noticeably lower, so this film is not yet in that limit. With more digits kept, $q=0.7519\times(1-0.01818)=0.7382$, and
\begin{equation}
G=\frac{1}{1-0.7382}=3.82,\qquad
Y=0.01818\times3.820=0.0694 .
\end{equation}
About 7 carriers in 100 that reach the interface escape, instead of fewer than 2 if each had one attempt. The remaining 93 are lost. The ceiling \eqref{ceiling} is 4.03, so the film is close to the weak-escape regime. The gain would fall to half this ceiling at $p=(1-s)/s=0.33$.

By \eqref{YN}, the share of the final yield collected in the first $N$ attempts is $1-q^N$. It is 26\% after one attempt, 46\% after two, 70\% after four and 91\% after eight. The tail matters: any process that makes late attempts less effective than early ones reduces the gain, even if it hardly touches the first attempt.

The sum was tested against random trajectories in three dimensions. One million carriers were started uniformly in the film with random directions, and their free paths were drawn from an exponential distribution with mean $L$. At each arrival they escaped with probability $p$, independent of angle; otherwise they left the interface with the cosine law. The mean number of attempts per arrived carrier was 3.821, against 3.820 from \eqref{G}. With $p$ raised to 0.4 in the same film, the trajectories gave 1.821 and the formula 1.822. The second case is the sharper test of the factor $1-p$: leaving it out would give 4.03 attempts in both cases.

A carrier that has reached the interface escapes with probability $Y=pG$, where $G$ is the mean number of attempts, and a simple film model supplies $p$ and $s$. It remains to include the chance of reaching the interface at all, which gives the yield per excited carrier, and to examine how the escape cone, energy loss and the interface affect the result.

Numbers in the example were calculated in double precision.
